# Choosing the Displacement for Finite-Difference Force Constants from Noisy PAW Forces: a program that tests the result

```python
# Result under test: for k_est = -[F(d) - F(-d)]/(2d) with force errors up to dF,
# the worst-case error dF/d + |h| d^2/6 is smallest at d* = (3 dF/|h|)^(1/3),
# where it equals 3 dF/(2 d*).
# Symbols: d displacement, F force, k, g, h second, third and fourth energy
# derivatives at equilibrium. Units: eV and angstrom (A) unless labelled.
# The model energy is a Morse bond; errors are evaluated from its full forces.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

depth, decay = 2.0, 1.5          # eV, 1/A
u = sp.symbols("u", real=True)
energy = sp.Integer(2) * (1 - sp.exp(-sp.Rational(3, 2) * u))**2
assert abs(float(energy.subs(u, 1)) - depth * (1 - np.exp(-decay))**2) < 1e-12
force = sp.lambdify(u, -sp.diff(energy, u), "numpy")
k, g, h = [float(sp.diff(energy, u, n).subs(u, 0)) for n in (2, 3, 4)]


def central_bias(d):
    return -(force(d) - force(-d)) / (2 * d) - k


def worst_central(d, noise):
    """Largest error over all sign choices of the two force errors."""
    return max(abs(-(force(d) + s * noise - force(-d) - t * noise) / (2 * d) - k)
               for s, t in itertools.product((-1, 1), repeat=2))


def worst_forward(d, noise):
    return max(abs(-(force(d) + s * noise - force(0.0) - t * noise) / d - k)
               for s, t in itertools.product((-1, 1), repeat=2))


def minimize_error(function, low=0.001, high=0.2):
    """Minimize over log(d), which resolves small displacements well."""
    res = minimize_scalar(lambda x: function(np.exp(x)), method="bounded",
                          bounds=(np.log(low), np.log(high)),
                          options={"xatol": 1e-8})
    return np.exp(res.x), res.fun


print(f"Morse depth D = {depth:.1f} eV, decay a = {decay:.1f} 1/A")
print(f"k = {k:.3f} eV/A^2")
print(f"g = {g:.3f} eV/A^3")
print(f"h = {h:.3f} eV/A^4")

# Leading anharmonic error; the neglected next term is below 0.1 percent here.
assert abs(central_bias(0.02) / (h * 0.02**2 / 6) - 1) < 1e-3

# Optimal displacement for three noise levels, formula against minimization.
# Tolerance 0.5 percent: the full force contains terms beyond h.
for noise in (1e-4, 1e-3, 1e-2):
    d_formula = (3 * noise / abs(h))**(1 / 3)
    e_formula = 1.5 * noise / d_formula
    d_num, e_num = minimize_error(lambda d: worst_central(d, noise))
    assert abs(d_num / d_formula - 1) < 5e-3
    assert abs(e_num / e_formula - 1) < 5e-3
    print(f"Force error {1000 * noise:.1f} meV/A:")
    print(f"  d* formula {d_formula:.5f} A, minimized {d_num:.5f} A")
    print(f"  error formula {e_formula:.5f}, minimized {e_num:.5f} eV/A^2")
    print(f"  error relative to k (formula) {100 * e_formula / k:.3f} %")

noise = 1e-3
d_opt = (3 * noise / abs(h))**(1 / 3)
e_opt = 1.5 * noise / d_opt
bohr = physical_constants["Bohr radius"][0] * 1e10
print("All following lines up to the egg-box part: 1 meV/A")
print(f"d* = {d_opt / bohr:.5f} bohr")
noise_part, bias_part = noise / d_opt, central_bias(d_opt)
assert abs(noise_part / bias_part - 2) < 0.01
print(f"Noise part at d* = {noise_part:.5f} eV/A^2")
print(f"Anharmonic part at d* = {bias_part:.5f} eV/A^2")
shift = np.sqrt(1 + e_opt / k) - 1
assert abs(shift / (0.5 * e_opt / k) - 1) < 0.01
print(f"Relative frequency error at d* = {100 * shift:.3f} %")
for d in (0.01, 0.05):
    print(f"Worst error at d = {d:.2f} A: {worst_central(d, noise):.5f} eV/A^2")

# Cost of missing the optimum by a factor.
for factor in (0.5, 2.0):
    ratio = worst_central(factor * d_opt, noise) / worst_central(d_opt, noise)
    assert abs(ratio / ((2 / factor + factor**2) / 3) - 1) < 5e-3
    print(f"Error ratio at {factor:.1f} d*: {ratio:.3f}")

# Independent random errors; tolerance 1 percent covers sampling scatter.
rng = np.random.default_rng(7)
plus, minus = rng.normal(0, noise, (2, 200000))


def rms_central(d):
    estimate = -(force(d) + plus - force(-d) - minus) / (2 * d)
    return np.sqrt(np.mean((estimate - k)**2))


d_rms, e_rms = minimize_error(rms_central)
assert abs(d_rms / d_opt - 1) < 0.01
assert abs(e_rms / (np.sqrt(3) / 2 * noise / d_opt) - 1) < 0.01
print(f"Random noise: sampled optimum {d_rms:.4f} A")
print(f"Random noise: sampled minimum rms error {e_rms:.4f} eV/A^2")

# One-sided difference; tolerance 3 percent because h shifts this optimum.
d_fwd = 2 * np.sqrt(noise / abs(g))
e_fwd = 2 * np.sqrt(noise * abs(g))
d_num, e_num = minimize_error(lambda d: worst_forward(d, noise))
assert abs(d_num / d_fwd - 1) < 0.03 and abs(e_num / e_fwd - 1) < 0.03
print(f"One-sided: d formula {d_fwd:.5f} A, minimized {d_num:.5f} A")
print(f"One-sided: error formula {e_fwd:.4f}, minimized {e_num:.4f} eV/A^2")
print(f"One-sided error relative to k (formula) {100 * e_fwd / k:.2f} %")

# Egg-box force: derivative of a Gaussian's grid sum as the Gaussian moves.
spacing, width = 0.2, 0.2        # A
q = 2 * np.pi / spacing
nodes = spacing * np.arange(-20, 21)
places = np.linspace(0, spacing, 401)


def raw_egg_force(position):
    x = nodes[None, :] - position[:, None]
    return np.sum(-2 * x / width**2 * np.exp(-(x / width)**2), axis=1)


raw_amplitude = np.max(np.abs(raw_egg_force(places)))


def egg_error(d, amplitude):
    """Largest central-difference error over atom positions in one grid cell."""
    change = raw_egg_force(places + d) - raw_egg_force(places - d)
    return amplitude / raw_amplitude * np.max(np.abs(change)) / (2 * d)


for d in (0.001, 0.01, d_opt, 0.07, 0.13):
    value = egg_error(d, noise)
    assert abs(value - noise * abs(np.sin(q * d)) / d) < 1e-4 * noise / d
    assert value <= noise / d * (1 + 1e-6)
floor = egg_error(1e-4, noise)
assert abs(floor / (noise * q) - 1) < 1e-4
print(f"Egg-box: grid spacing {spacing:.1f} A, q = {q:.3f} 1/A")
print(f"Egg-box 1 meV/A: small-d error {floor:.5f} eV/A^2")
print(f"Egg-box 1 meV/A: error at d* {egg_error(d_opt, noise):.5f} eV/A^2")

# An optimum at nonzero d should appear only above the threshold amplitude.
threshold = h / q**3
scan = np.linspace(0.002, 0.1, 197)


def total_scan(amplitude):
    return np.array([egg_error(d, amplitude) + central_bias(d) for d in scan])


for amplitude in (noise, 0.9 * threshold):
    assert np.all(np.diff(total_scan(amplitude)) > 0)
for amplitude in (1.1 * threshold, 1e-2):
    assert 0 < np.argmin(total_scan(amplitude)) < len(scan) - 1
large = total_scan(1e-2)
best = np.argmin(large)
print(f"Egg-box threshold amplitude h/q^3 = {1000 * threshold:.3f} meV/A")
print(f"Egg-box 10 meV/A: best d on scan = {scan[best]:.4f} A")
print(f"Egg-box 10 meV/A: total error there = {large[best]:.4f} eV/A^2")
print(f"Egg-box 10 meV/A: small-d error = {egg_error(1e-4, 1e-2):.4f} eV/A^2")

print("every check passed")
```

It prints:

```
Morse depth D = 2.0 eV, decay a = 1.5 1/A
k = 9.000 eV/A^2
g = -40.500 eV/A^3
h = 141.750 eV/A^4
Force error 0.1 meV/A:
  d* formula 0.01284 A, minimized 0.01284 A
  error formula 0.01168, minimized 0.01168 eV/A^2
  error relative to k (formula) 0.130 %
Force error 1.0 meV/A:
  d* formula 0.02766 A, minimized 0.02765 A
  error formula 0.05423, minimized 0.05424 eV/A^2
  error relative to k (formula) 0.603 %
Force error 10.0 meV/A:
  d* formula 0.05959 A, minimized 0.05952 A
  error formula 0.25171, minimized 0.25185 eV/A^2
  error relative to k (formula) 2.797 %
All following lines up to the egg-box part: 1 meV/A
d* = 0.05227 bohr
Noise part at d* = 0.03615 eV/A^2
Anharmonic part at d* = 0.01808 eV/A^2
Relative frequency error at d* = 0.301 %
Worst error at d = 0.01 A: 0.10236 eV/A^2
Worst error at d = 0.05 A: 0.07914 eV/A^2
Error ratio at 0.5 d*: 1.416
Error ratio at 2.0 d*: 1.668
Random noise: sampled optimum 0.0276 A
Random noise: sampled minimum rms error 0.0313 eV/A^2
One-sided: d formula 0.00994 A, minimized 0.01006 A
One-sided: error formula 0.4025, minimized 0.4002 eV/A^2
One-sided error relative to k (formula) 4.47 %
Egg-box: grid spacing 0.2 A, q = 31.416 1/A
Egg-box 1 meV/A: small-d error 0.03142 eV/A^2
Egg-box 1 meV/A: error at d* 0.02761 eV/A^2
Egg-box threshold amplitude h/q^3 = 4.572 meV/A
Egg-box 10 meV/A: best d on scan = 0.0835 A
Egg-box 10 meV/A: total error there = 0.2246 eV/A^2
Egg-box 10 meV/A: small-d error = 0.3142 eV/A^2
every check passed
```
